\section*{Space-Charge-Limited Current with Traps Uniform in Energy, part 2}

A film of thickness $L$ carries electrons from a cathode at $x=0$ to an anode at $x=L$ under voltage $V$. How far can its uniform-charge current density $J_u$ be trusted?

Energies are in eV; $kT$ is the thermal energy in eV, numerically the thermal voltage in volts; $q>0$. Mobility $\mu$ and permittivity $\varepsilon$ are constant. The field, of magnitude $E(x)$, points towards the cathode, and $dE/dx=qn_t/\varepsilon$. Traps of constant density $H$ per volume and energy around the equilibrium Fermi level $F_0$ hold the excess density $n_t=H\Delta F$, where $\Delta F=F-F_0$ is the shift of the quasi-Fermi level $F$. Levels are taken relative to the local conduction-band edge $u_c$, whose effective density is $N_c$. The free density is $n=n_0e^{\Delta F/kT}$, with $n_0$ its value without injection.

Uniform $n_t$ gives
\begin{equation}
J_u=q\mu n_0\frac VL e^{y},\qquad y=\frac{aV}{L^2},\qquad
a=\frac{2\varepsilon}{qHkT},
\label{eq:restate}
\end{equation}
\begin{equation}
J_u=q\mu N_c\frac{V}{L}\exp\left[-\frac{(u_c-F_0)-\Delta F}{kT}\right].
\label{eq:activation}
\end{equation}
The bend voltage is $L^2/a$. For any charge distribution with $E(0)=0$,
\begin{align}
V&=\bigl[xE\bigr]_0^L-\int_0^L x\frac{dE}{dx}\,dx
=L\int_0^L\frac{dE}{dx}\,dx-\int_0^L x\frac{dE}{dx}\,dx\nonumber\\
&=\frac{q}{\varepsilon}\int_0^L (L-x)\,n_t(x)\,dx .
\label{eq:moment}
\end{align}

The drift solution keeps $J=q\mu nE$ constant in $x$, with trapped charge alone. Let $t=\ln(n/n_0)$, with value $s$ at the anode, $E_\Omega=J/(q\mu n_0)$, $\lambda=\varepsilon E_\Omega/(qHkT)$ and $\mathrm E_1(z)=\int_z^\infty e^{-t}dt/t$. Then
\begin{equation}
y=\frac{2\lambda}{E_\Omega}\,
\frac{E_\Omega\lambda\,\mathrm E_1(2s)}{\lambda^2\,\mathrm E_1(s)^2}
=\frac{2\,\mathrm E_1(2s)}{\mathrm E_1(s)^2}.
\label{eq:y}
\end{equation}
\begin{equation}
R=\frac{J}{J_u}=\frac{E_\Omega L}{V}e^{-y}
=\frac{\mathrm E_1(s)}{\mathrm E_1(2s)}\,e^{-y}.
\label{eq:R}
\end{equation}

The example has relative permittivity 12, $\mu=10~\mathrm{cm^2/Vs}$, $L=3000$~nm, $H=10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ within $0.40$~eV of $F_0$, $N_c=10^{20}~\mathrm{cm^{-3}}$, $u_c-F_0=0.65$~eV and $T=300$~K. Thus $kT=0.02585$~eV and $n_0=1.20\times10^9~\mathrm{cm^{-3}}$. At 10~V, uniform charge gives $y=5.70$, $\Delta F=0.147$~eV, $n=3.6\times10^{11}~\mathrm{cm^{-3}}$ and $J_u=0.019~\mathrm{A/cm^2}$. The drift solution gives $s=4.41$ and $R=0.510$, so $J_u$ is about twice the drift current.

Q: A factor of two at 10~V may be a factor of a hundred at higher voltage. An error in the exponent would do that.

A: Look at large $s$. Integration by parts gives
\begin{equation}
\mathrm E_1(z)=\frac{e^{-z}}{z}-\int_z^\infty\frac{e^{-t}}{t^2}\,dt
=\frac{e^{-z}}{z}\left[1-\frac1z+O\!\left(\frac1{z^2}\right)\right].
\end{equation}
Inserting this in \eqref{eq:y}, the exponentials cancel:
\begin{align}
y&=2\,\frac{1}{2s}\,s^2\,
\frac{1-\frac{1}{2s}+O(s^{-2})}{\left[1-\frac1s+O(s^{-2})\right]^2}\nonumber\\
&=s\left[1-\frac1{2s}+\frac2s+O(s^{-2})\right]
=s+\frac32+O\!\left(\frac1s\right).
\end{align}
In \eqref{eq:R} the ratio of exponential integrals tends to $2e^{s}$, hence
\begin{equation}
R\to 2e^{s-y}\to 2e^{-3/2}=0.446 .
\label{eq:limit}
\end{equation}
The error in $\ln J$ stays finite while $y$ grows without limit. Within this drift model the coefficient $a$, including its factor 2, is asymptotically correct, and the prefactor is too large by a factor that tends to $1/0.446=2.2$.

At the other end, $s\to0$, $\mathrm E_1(s)$ grows without limit, while $\mathrm E_1(s)-\mathrm E_1(2s)=\int_s^{2s}e^{-t}dt/t$ stays below $\ln2$. So $\mathrm E_1(2s)/\mathrm E_1(s)\to1$, $y\to0$ and $R\to1$: Ohm's law is recovered.

Q: Where does the number $3/2$ come from physically?

A: From the extra trapped charge near the cathode. At large $s$ the field is nearly linear in $x$, so $n\propto1/E$ gives $t(x)\approx s+\ln(L/x)$. By \eqref{eq:moment}, each charge counts in the voltage in proportion to its distance from the anode. With $n_t=HkT\,t$ and $\xi=x/L$, that equation reads
\begin{equation}
y=2\int_0^1(1-\xi)\,t\,d\xi
\approx s+2\int_0^1(1-\xi)\ln\frac1\xi\,d\xi
=s+2\left(1-\frac14\right)=s+\frac32 .
\end{equation}
The shift at the anode is thus $\tfrac32kT$ below the uniform-charge value, which multiplies the free density there by $e^{-3/2}$. The anode field is about $2V/L$ instead of the mean $V/L$, which supplies the factor 2. Their product is \eqref{eq:limit}.

Q: Did you check the dependence of $a$ on temperature, trap density and thickness, or only the formula at one point?

A: Currents were computed from Poisson's equation with trapped charge alone, at voltages for which $y=20$ and $y=30$, and $a$ was taken from the slope of $\ln(J/V)$. These voltages serve the asymptotic test and lie beyond the range of the actual film. In units of $10^{-8}~\mathrm{cm^2/V}$:
\begin{center}
\begin{tabular}{lcc}
case & numerical & $2\varepsilon/(qHkT)$\\
\hline
base & 5.123 & 5.130\\
$T=400$ K & 3.842 & 3.848\\
$H$ doubled & 2.562 & 2.565\\
$L$ doubled & 5.123 & 5.130
\end{tabular}
\end{center}
Each case changes one quantity and holds the others fixed. The differences from the formula are about $0.14\%$.

Q: You still omit the free charge. It grows exponentially, so it must win in the end.

A: It does, and it matters sooner than a comparison with $n_t$ suggests. In the uniform-charge picture the total $H\Delta F+n-n_0$ is fixed by $V$. Free charge therefore lowers $\Delta F$ by $(n-n_0)/H$ and $\ln J$ by
\begin{equation}
\frac{n-n_0}{HkT}.
\end{equation}
The condition is $n\ll HkT$. At 10~V the estimate is $3.6\times10^{11}/2.6\times10^{14}=0.14\%$. The drift solution, computed with and without free charge, gives a reduction of $0.30\%$. The formula reaches $n=HkT$ when
\begin{equation}
V=\frac{L^2}{a}\ln\frac{HkT}{n_0}=1.754\times12.3~\mathrm V\approx21.5~\mathrm V .
\end{equation}
The top of the trap band is reached later, at $27.1$~V. With a cathode that supplies electrons without limit, free charge thus spoils the exponential law before the traps are full. This holds for the model, which has no states between the top of the trap band and the band edge; in amorphous silicon the band-tail states there take up charge as well. A contact of limited supply can end it earlier.

Q: What about diffusion? Your contacts are full of electrons, and they will spill into the film.

A: This is a large correction here. Without current the quasi-Fermi level is flat, so a small potential change $\phi$ in volts equals the shift $\Delta F$ in eV. Trapped charge then gives
\begin{equation}
\frac{d^2\phi}{dx^2}=\frac{qH}{\varepsilon}\phi ,
\end{equation}
whose solutions vary as $e^{\pm x/\ell}$ with $\ell=\sqrt{\varepsilon/(qH)}=258$~nm. The film is less than twelve such lengths thick.

For the current, replace the drift law by
\begin{equation}
J=q\mu\left(nE-kT\frac{dn}{dx}\right),
\end{equation}
where the second term is the diffusion of electrons towards lower density and $kT$ is read in volts. Keep the free charge in Poisson's equation, and let both contacts hold $\Delta F=0.35$~eV. The condition $E(0)=0$ is no longer imposed. The numerical solution at 10~V is $J=0.033~\mathrm{A/cm^2}$. This is $3.3$ times the drift current and $1.7$ times $J_u$. The first factor depends on the contacts: it is about $1.8$ if they hold $\Delta F=0.25$~eV and $4.9$ if they hold $0.45$~eV. At low voltage, contacts at $0.35$~eV leave the current ohmic but make it about $2.2$ times $q\mu n_0V/L$, because electrons from the contacts raise the free density in the film.

Q: So the simple formula is now too small, after being too large?

A: Yes. The two errors act in opposite directions: $0.508\times3.33=1.69$, where $0.508$ is the drift ratio with free charge included. The partial cancellation is not a general rule: it depends on the thickness, the contacts and the voltage. When $L$ is doubled and $V$ is quadrupled, so that $y$ is unchanged, the diffusion factor falls from $3.3$ to $1.7$. Thicker films are thus closer to the drift model in this comparison.

Q: If the absolute current is so uncertain, what is the law good for?

A: Well above the bend voltage, but before free charge or a limited supply from the contacts matters, its slope gives an estimate of $H$. For two voltages $V_1<V_2$ at fixed $L$ and $T$, \eqref{eq:restate} gives
\begin{equation}
H=\frac{2\varepsilon\,(V_2-V_1)}
{qkT\,L^2\,\ln\left[J_2V_1/(J_1V_2)\right]} ,
\end{equation}
without $\mu$ or $n_0$. The drift currents with free charge are $3.094\times10^{-4}$ and $9.769\times10^{-3}~\mathrm{A/cm^2}$ at 5 and 10~V. The logarithm is $\ln(31.57/2)=2.759$, against $2.850$ from the formula, so the apparent $H$ is $1.03\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$. The drift-diffusion currents also give $1.03\times10^{16}$. Both are about $3\%$ above the input. With diffusion the agreement depends on the contacts: the apparent $H$ is $1.15\times10^{16}$ if they hold $\Delta F=0.25$~eV and $0.985\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ if they hold $0.45$~eV. At higher voltage the curve flattens, mainly through the limited supply from the contacts and in part through the free charge: between 10 and 15~V the apparent $H$ with diffusion is already $1.19\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$, and between 15 and 20~V the drift-diffusion slope would give an apparent $H$ of about $1.6\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$. In this example the prefactor suffers much more than the slope. Near the bend voltage the drift model alone departs more from the formula: its currents at 1 and 2~V, listed in the output, would give an apparent $H$ of $1.3\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$. With diffusion and contacts at $0.35$~eV the same two voltages give about $1.025\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$, but this compensation should not be expected of other films.

Q: Real trap distributions are not flat. Does that ruin the method?

A: It changes its meaning. Let the density be $H(1+\delta/w)$ at energy $\delta$ above $F_0$, with $w=0.30$~eV, so that it doubles over $0.30$~eV. For the same trapped charge as before,
\begin{equation}
\delta+\frac{\delta^2}{2w}=0.147~\mathrm{eV},
\end{equation}
where $\delta$ is now the shift of the Fermi level. The positive root is
\begin{equation}
\delta=w\left(\sqrt{1+\frac{2\times0.1474}{0.30}}-1\right)=0.122~\mathrm{eV}.
\end{equation}
The shift is smaller by $0.025$~eV, and the current falls to $e^{-0.025/0.02585}\approx0.38$ of $J_u$. A slope taken over a small voltage step then gives an estimate of the trap density near the shifted Fermi level, since an added charge fills traps there. With nonuniform charge the shift varies across the film, so the estimate is rough: between 9.5 and 10.5~V the slope gives $1.44\times10^{16}$ in the drift model and $1.51\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ with diffusion and contacts at $0.35$~eV, against $1.41\times10^{16}~\mathrm{cm^{-3}\,eV^{-1}}$ at $\delta=0.122$~eV.

Q: Set this beside a real amorphous-silicon device.

A: A thickness of micrometres and a density near midgap of $10^{15}$ to $10^{17}~\mathrm{cm^{-3}\,eV^{-1}}$ are rough figures for such films, and the example lies inside that range. Real films do not have the flat distribution assumed here, because the density rises towards the band edges; the slope assumed above multiplies the current at 10~V by $0.38$ in the uniform-charge formula, and by about $0.30$ when diffusion and contacts at $0.35$~eV are included. With the contacts assumed above, diffusion multiplies the drift current at 10~V by $3.3$. As far as these two effects go, the uniform-charge current at that voltage is an estimate within a factor of a few for these parameters. The anode field $2V/L=0.067$~MV/cm is far below the rough scale of 1~MV/cm for breakdown.

Q: Can the field help electrons out of the traps?

A: Yes, if an empty trap is positively charged. Its potential energy in eV along the escape direction is $-q/(4\pi\varepsilon r)-Er$. The maximum is at $r^2=q/(4\pi\varepsilon E)$, where the two terms are equal, so the barrier drops by
\begin{equation}
2Er=\sqrt{\frac{qE}{\pi\varepsilon}} .
\end{equation}
This Poole--Frenkel lowering is $0.040$~eV at the mean field for 10~V, or $1.5\,kT$. It is not negligible for such traps, and its effect on $J$ is not included here. If it raised the current by the exponential of the lowering at the mean field divided by $kT$, the value of $H$ found from the slope between 5 and 10~V would drop by about $14\%$. A trap that is neutral when empty lacks this Coulomb attraction.

Q: And how steady must the temperature be?

A: From \eqref{eq:activation}, with $\mu$, $N_c$ and $u_c-F_0$ fixed, warming from 300 to 310~K changes $\ln J_u$ by
\begin{equation}
\frac{0.65-0.1474}{0.02585}\left(1-\frac{300}{310}\right)=0.627 ,
\end{equation}
a factor of $1.87$ in the uniform-charge formula. The drift-diffusion current, with the contact shifts held at $0.35$~eV, rises by a factor of $1.78$. A voltage sweep that warms the film would steepen the curve and make $H$ appear too small. The dissipated power at 10~V is $0.19~\mathrm{W/cm^2}$ with $J_u$ and $0.33~\mathrm{W/cm^2}$ with the drift-diffusion current; the resulting temperature rise depends on the substrate and is not calculated. The main values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
relative permittivity: 12
temperature T: 300 K
trap density per energy H: 1e+16 cm^-3 eV^-1
thickness L: 3000 nm
mobility mu: 10 cm2/Vs
effective band density Nc: 1e+20 cm^-3
band edge minus F0: 0.65 eV
trap band half-width around F0: 0.4 eV
thermal energy kT: 0.025852 eV
free density n0: 1.2036e+09 cm^-3
coefficient a: 5.1304e-08 cm2/V
bend voltage L^2/a: 1.7542 V
voltage at which F reaches trap-band top: 27.143 V
main voltage: 10 V
exponent aV/L^2: 5.7005
Fermi shift: 0.14737 eV
trapped density H*shift: 1.4737e+15 cm^-3
trapped density by quadrature: 1.473678e+15 cm^-3
free density at main voltage: 3.599e+11 cm^-3
free/trapped injected density: 0.0002434
J uniform-charge formula: 0.019221 A/cm2
anode field 2V/L: 0.066667 MV/cm
V (V) | J formula (A/cm2) | J drift+Poisson (A/cm2) | ratio
  1.0 | 1.1367e-05 | 8.5376e-06 | 0.7511
  2.0 | 4.0201e-05 | 2.6314e-05 | 0.6545
  5.0 | 5.5576e-04 | 3.0941e-04 | 0.5567
 10.0 | 1.9221e-02 | 9.7692e-03 | 0.5083
 15.0 | 4.9854e-01 | 2.3329e-01 | 0.4679
s = ln(n(L)/n0) at main voltage: 4.4124
J ratio from exponential integrals: 0.50979
J ratio from Poisson, trapped charge only: 0.50979
limit of J ratio 2exp(-3/2): 0.44626
J ratio at s = 200: 0.44846
a, base: numerical 5.1231e-08, formula 5.1304e-08 cm2/V
a, T = 400 K: numerical 3.8424e-08, formula 3.8478e-08 cm2/V
a, H doubled: numerical 2.5616e-08, formula 2.5652e-08 cm2/V
a, L doubled: numerical 5.1231e-08, formula 5.1304e-08 cm2/V
free-charge factor on J: 0.99701
trap screening length: 257.52 nm
Fermi shift at contacts: 0.35 eV
J drift-diffusion at main voltage: 0.032519 A/cm2
J drift-diffusion / J formula: 1.6919
relative shift of J with finer mesh: -6.2e-08
diffusion factor on J: 3.3287
diffusion factor, L doubled, V times 4: 1.7248
apparent H from 5 and 10 V, drift only: 1.033e+16 cm^-3 eV^-1
apparent H from 5 and 10 V, with diffusion: 1.0306e+16 cm^-3 eV^-1
energy over which a sloping H doubles: 0.3 eV
factor on J from sloping H: 0.38065
Poole-Frenkel lowering at V/L: 0.04 eV
factor on J for 10 K warmer film: 1.8723
dissipated power J*V: 0.19221 W/cm2
\end{verbatim}
